# A Zero-Energy Phase of π in Electron-Helium Scattering Is Not an Anion: verification in Python

```python
"""
Result under test: in static-exchange electron-helium scattering the s-wave
phase shift, continuous in k and zero at infinite k, equals pi at k = 0 because
the occupied 1s orbital is Pauli-excluded, not because an anion is bound:
    delta(0) - delta(infinity) = pi * (N_excluded + N_anion),  1 and 0 here.
Symbols (Hartree atomic units): phi = r * radial 1s orbital, F = Fock operator,
k = wave number, a = scattering length, R = sphere radius, u = r * radial wave.
Grid: finite elements with Gauss-Lobatto points; coefficient = value*sqrt(weight).
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.linalg import eigh
from scipy.integrate import solve_ivp, trapezoid
from scipy.interpolate import make_interp_spline
from pyscf import gto, scf, fci, ao2mo

EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_CM = const.physical_constants["Bohr radius"][0] * 100
AREA = BOHR_CM**2 / 1e-16          # bohr^2 in units of 1e-16 cm^2

# ---------- radial grid and kinetic energy ----------
order = 16
edges = np.concatenate(([0.0, 0.5], np.arange(1.0, 41.0)))
R = edges[-1]
p_coef = np.zeros(order + 1)
p_coef[-1] = 1
x = np.concatenate(([-1.0], np.sort(legendre.legroots(
    legendre.legder(p_coef)).real), [1.0]))
p = legendre.legval(x, p_coef)
wx = 2 / (order * (order + 1) * p**2)
D = np.zeros((order + 1, order + 1))
for i in range(order + 1):
    for j in range(order + 1):
        if i != j:
            D[i, j] = p[i] / (p[j] * (x[i] - x[j]))
D[0, 0], D[-1, -1] = -order * (order + 1) / 4, order * (order + 1) / 4
n_all = order * (len(edges) - 1) + 1
r_all, w_all = np.zeros(n_all), np.zeros(n_all)
stiff = np.zeros((n_all, n_all))
for e in range(len(edges) - 1):
    h = edges[e + 1] - edges[e]
    s = slice(e * order, e * order + order + 1)
    r_all[s] = edges[e] + h * (x + 1) / 2
    w_all[s] += wx * h / 2
    stiff[s, s] += (D.T * wx) @ D * 2 / h
r, w = r_all[1:], w_all[1:]        # u(0) = 0; the point r = R is kept
sw = np.sqrt(w)
second = stiff[1:, 1:] / np.outer(sw, sw)
T = second / 2


def coulomb_kernel(l):
    """Multipole kernel r_<^l / r_>^(l+1) on the grid."""
    A = second[:-1, :-1] + np.diag(l * (l + 1) / r[:-1]**2)
    G = np.outer(r**l, r**l) / R**(2 * l + 1)
    G[:-1, :-1] += (2 * l + 1) * np.linalg.inv(A) / np.outer(
        r[:-1] * sw[:-1], r[:-1] * sw[:-1])
    return G


# ---------- helium Hartree-Fock orbital ----------
G0, G1 = coulomb_kernel(0), coulomb_kernel(1)
zeta = 27 / 16
slater = r * np.exp(-zeta * r) * sw
slater /= np.linalg.norm(slater)
phi, eps_old = slater.copy(), 0.0
for cycle in range(60):
    J = G0 @ phi**2
    val, vec = eigh(T + np.diag(-2 / r + J), subset_by_index=[0, 0])
    eps, phi = val[0], vec[:, 0] * np.sign(vec[:, 0].sum())
    if abs(eps - eps_old) < 1e-11:
        break
    eps_old = eps
J = G0 @ phi**2
E_hf = 2 * eps - phi**2 @ J
V_static = -2 / r + 2 * J
F = T + np.diag(V_static) - np.outer(phi, phi) * G0
assert np.linalg.norm(F @ phi - eps * phi) < 1e-5


# ---------- scattering tools ----------
def surface(H):
    val, vec = eigh(H)
    return val, (vec[-1] / sw[-1])**2


def ratio(data, energy):
    """u(R)/u'(R) of the regular solution."""
    energy = np.atleast_1d(energy)
    return 0.5 * np.sum(data[1] / (data[0] - energy[:, None]), axis=1)


ks = np.linspace(0.01, 15, 1500)


def continuous_phase(data):
    raw = np.arctan(ks * ratio(data, ks**2 / 2)) - ks * R
    d = np.unwrap(raw[::-1], period=np.pi)
    return (d - np.pi * np.round(d[0] / np.pi))[::-1]


def negative_levels(H):
    val = eigh(H[:-1, :-1], eigvals_only=True)
    return int(np.sum(val < 0)), val


def exclude(H, c, level):
    """Operator on the complement of c, with c itself parked at 'level'."""
    Hc = H @ c
    return (H - np.outer(c, Hc) - np.outer(Hc, c)
            + (c @ Hc + level) * np.outer(c, c))


data_F = surface(F)
d_F = continuous_phase(data_F)
a_se = R - ratio(data_F, 0.0)[0]
n_F, levels_F = negative_levels(F)
born = -2 / ks[-1] * np.sum(w * V_static * np.sin(ks[-1] * r)**2)
assert abs(d_F[-1] - born) < 0.05      # higher orders and exchange are small
assert n_F == 1 and abs(levels_F[0] - eps) < 1e-7
assert abs(d_F[0] - (np.pi - ks[0] * a_se)) < 1e-4
assert abs(np.sqrt(2 * levels_F[1]) - np.pi / (R - a_se)) < 1e-4

# moving the excluded level to positive energy leaves the scattering unchanged
parked = 3.7123
F_phys = exclude(F, phi, parked)
d_phys = continuous_phase(surface(F_phys))
n_phys, levels_phys = negative_levels(F_phys)
shift_change = np.max(np.abs(d_phys - d_F))
assert n_phys == 0 and shift_change < 1e-5

# no forces at all, only orthogonality to a Slater 1s orbital
H_orth = exclude(T, slater, parked)
data_orth = surface(H_orth)
d_orth = continuous_phase(data_orth)
q = ks / zeta
d_formula = np.arctan2(16 * q, -(5 - 15 * q**2 - 5 * q**4 - q**6))
a_orth = R - ratio(data_orth, 0.0)[0]
assert negative_levels(H_orth)[0] == 0
assert np.max(np.abs(d_orth - d_formula)) < 1e-5
assert abs(a_orth - 16 / (5 * zeta)) < 1e-6

# controls: static potential, half of it, and an artificial real anion
H_static = T + np.diag(V_static)
data_static = surface(H_static)
d_static = continuous_phase(data_static)
n_static, levels_static = negative_levels(H_static)
a_static = R - ratio(data_static, 0.0)[0]
H_half = T + np.diag(V_static / 2)
d_half = continuous_phase(surface(H_half))
n_half = negative_levels(H_half)[0]
well_depth, well_range = 0.3, 4.0
H_well = exclude(F - np.diag(well_depth * np.exp(-(r / well_range)**2)),
                 phi, parked)
d_well = continuous_phase(surface(H_well))
n_well, levels_well = negative_levels(H_well)
assert n_static == 1 and abs(d_static[0] / np.pi - 1) < 0.1
assert n_half == 0 and abs(d_half[0] / np.pi) < 0.1
assert n_well == 1 and abs(d_well[0] / np.pi - 2) < 0.1

# ---------- independent shooting at zero energy ----------
phi_fn = make_interp_spline(np.r_[0, r], np.r_[0, phi / sw], k=5)
charge_fn = make_interp_spline(np.r_[0, r], np.r_[2, -r * V_static], k=5)


def exchange_ode(t, y):
    # y = u, u', v, v' with exchange term phi*v/r and v'' = -phi*u/r
    f = float(phi_fn(t))
    return [y[1], -2 * float(charge_fn(t)) * y[0] / t - 2 * f * y[2] / t,
            y[3], -f * y[0] / t]


t0, t1 = 1e-5, 20.0
tt = np.linspace(t0, t1, 8001)
opts = dict(method="DOP853", rtol=1e-9, atol=1e-12, t_eval=tt)
s1 = solve_ivp(exchange_ode, (t0, t1), [t0 - 2 * t0**2, 1 - 4 * t0, 0, 0],
               **opts).y
s2 = solve_ivp(exchange_ode, (t0, t1), [0, 0, t0, 1], **opts).y
wave = s1 - s1[3, -1] / s2[3, -1] * s2
a_shoot = t1 - wave[0, -1] / wave[1, -1]
u0 = wave[0] / wave[1, -1]
phi_t = phi_fn(tt)
overlap = trapezoid(phi_t * u0, tt) / trapezoid(np.abs(phi_t * u0), tt)
crossings = np.where(u0[:-1] * u0[1:] < 0)[0]
node = tt[crossings[0]]
assert abs(a_shoot - a_se) < 2e-4
assert abs(overlap) < 1e-4 and len(crossings) == 1

# ---------- Gaussian-basis checks ----------
mol = gto.M(atom="He 0 0 0", basis="aug-cc-pvqz", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
E_gauss = mf.kernel()
assert abs(E_gauss - E_hf) < 3e-4      # finite Gaussian basis
occ, vir = mf.mo_coeff[:, 0], mf.mo_coeff[:, 1]
dm_b = np.outer(occ, occ)
dm_a = dm_b + np.outer(vir, vir)
E_frozen = scf.UHF(mol).energy_tot(dm=np.array([dm_a, dm_b]))
assert abs(E_frozen - E_gauss - mf.mo_energy[1]) < 1e-7
field = 0.01
h_field = mf.get_hcore() + field * mol.intor("int1e_r")[2]
mf_field = scf.RHF(mol)
mf_field.conv_tol = 1e-12
mf_field.get_hcore = lambda *args: h_field
alpha_gauss = -2 * (mf_field.kernel() - E_gauss) / field**2


def correlated(n_diffuse):
    """Full CI: attachment energy and lowest excitation energy (hartree)."""
    basis = gto.basis.load("aug-cc-pvtz", "He")
    basis = basis + [[0, [z, 1.0]] for z in (0.017, 0.0057, 0.0019)[:n_diffuse]]
    m = gto.M(atom="He 0 0 0", basis={"He": basis}, verbose=0)
    f = scf.RHF(m).run(conv_tol=1e-11)
    C = f.mo_coeff
    h1, eri, n = C.T @ f.get_hcore() @ C, ao2mo.kernel(m, C), C.shape[1]
    atom = fci.direct_spin1.FCI()
    atom.pspace_size = 1500
    e_atom = atom.kernel(h1, eri, n, (1, 1), nroots=2)[0]
    ion = fci.direct_spin1.FCI()
    ion.pspace_size, ion.max_cycle, ion.conv_tol = 1000, 300, 1e-10
    e_ion = ion.kernel(h1, eri, n, (2, 1))[0]
    assert np.all(ion.converged)
    return e_ion - e_atom[0], e_atom[1] - e_atom[0]


attach1, _ = correlated(1)
attach3, excitation = correlated(3)
assert 0 < attach3 < attach1

# ---------- polarisability and neglected effects ----------
h_p = T + np.diag(1 / r**2 - 2 / r + J - eps) + 2 / 3 * np.outer(phi, phi) * G1
response = np.linalg.solve(h_p[:-1, :-1], -(r * phi)[:-1])
alpha = -4 / 3 * np.sum((r * phi)[:-1] * response)
assert abs(alpha - alpha_gauss) < 0.03  # finite Gaussian basis
F_p = T + np.diag(1 / r**2 + V_static) - np.outer(phi, phi) * G1 / 3

energy_eV = 1.0
k1 = np.sqrt(2 * energy_eV / EV)


def phases(Hs, Hp):
    d0 = np.arctan(k1 * ratio(surface(Hs), k1**2 / 2)[0]) - k1 * R
    z, L = k1 * R, ratio(surface(Hp), k1**2 / 2)[0]
    sn, cs = np.sin(z), np.cos(z)
    j, dj = sn / z - cs, k1 * (cs / z - sn / z**2 + sn)
    y, dy = -cs / z - sn, k1 * (sn / z + cs / z**2 - cs)
    return d0 % np.pi, np.arctan((j - L * dj) / (y - L * dy))


def sigma_m(d0, d1):
    return 4 * np.pi / k1**2 * (np.sin(d0 - d1)**2 + 2 * np.sin(d1)**2) * AREA


d0, d1 = phases(F, F_p)
sig_s, sig_sp = sigma_m(d0, 0.0), sigma_m(d0, d1)
pol = []
for cut in (1.5, 2.0):
    Vp = np.diag(alpha / (2 * r**4) * np.expm1(-(r / cut)**6))
    Hs = exclude(F + Vp, phi, parked)
    a_in = R - ratio(surface(Hs), 0.0)[0]
    a_pol = a_in - alpha * (1 / R - a_in / R**2 + a_in**2 / (3 * R**3))
    assert negative_levels(Hs)[0] == 0 and 0 < a_pol < a_se
    pol.append((cut, a_pol, sigma_m(*phases(Hs, F_p + Vp))))
pressure_Torr, temperature = 1.0, 300.0
density = pressure_Torr * const.torr / (const.k * temperature) * 1e-6
speed = np.sqrt(2 * energy_eV * const.e / const.m_e) * 100
assert excitation * EV > energy_eV

# ---------- output ----------
print(f"RHF energy, grid: {E_hf:.6f} hartree")
print(f"RHF energy, aug-cc-pVQZ: {E_gauss:.6f} hartree")
print(f"1s eigenvalue of F: {eps:.5f} hartree = {eps*EV:.3f} eV")
print(f"negative levels of F: {n_F}")
print(f"sphere radius R: {R:.0f} bohr")
print(f"lowest level of F on complement of 1s: {levels_phys[0]:.6f} hartree")
print(f"negative levels with 1s parked at {parked} hartree: {n_phys}")
print(f"largest phase change from parking 1s: {shift_change:.1e} rad")
for kk in (0.01, 0.1, 0.5, 1.0, 2.0, 5.0, 15.0):
    i = np.argmin(abs(ks - kk))
    print(f"k={ks[i]:.2f}/bohr: delta/pi exchange {d_F[i]/np.pi:.4f}, "
          f"orthogonality only {d_orth[i]/np.pi:.4f}")
print(f"Born static phase at k=15: {born/np.pi:.4f} pi")
print(f"scattering length, static exchange: {a_se:.4f} bohr")
print(f"same by shooting: {a_shoot:.4f} bohr")
print(f"node of zero-energy wave: {node:.3f} bohr")
print(f"relative overlap with 1s: {overlap:.1e}")
print(f"Slater exponent: {zeta:.4f} /bohr")
print(f"a, orthogonality only: {a_orth:.4f} bohr")
print(f"static only: levels {n_static}, delta(k=0.01)/pi {d_static[0]/np.pi:.4f}")
print(f"static only: level {levels_static[0]*EV:.4f} eV, a {a_static:.3f} bohr")
print(f"half static: levels {n_half}, delta(k=0.01)/pi {d_half[0]/np.pi:.4f}")
print(f"added well: depth {well_depth} hartree, range {well_range} bohr")
print(f"added well: physical levels {n_well}, at {levels_well[0]*EV:.3f} eV")
print(f"added well: delta(k=0.01)/pi {d_well[0]/np.pi:.4f}")
print(f"false binding energy 1/(2a^2): {EV/(2*a_se**2):.2f} eV")
print(f"full CI E(He-)-E(He), 1 diffuse s: {attach1*EV:.4f} eV")
print(f"full CI E(He-)-E(He), 3 diffuse s: {attach3*EV:.4f} eV")
print(f"full CI lowest excitation: {excitation*EV:.2f} eV")
print(f"zero-energy cross section: {4*np.pi*a_se**2*AREA:.3f} e-16 cm2")
print(f"example energy: {energy_eV:.1f} eV, k = {k1:.4f} /bohr")
print(f"phases at 1 eV: s {d0:.4f} rad, p {d1:.5f} rad")
print(f"momentum transfer, s only: {sig_s:.3f} e-16 cm2")
print(f"momentum transfer, s and p: {sig_sp:.3f} e-16 cm2")
print(f"gas: {pressure_Torr} Torr, {temperature:.0f} K, {density:.3e} cm-3")
print(f"electron speed: {speed:.3e} cm/s")
print(f"collision frequency, s and p: {density*sig_sp*1e-16*speed:.3e} s-1")
print(f"polarisability: grid {alpha:.4f}, Gaussian {alpha_gauss:.4f} bohr3")
for cut, a_pol, sig in pol:
    print(f"polarised, cut-off {cut} bohr: a {a_pol:.3f} bohr, "
          f"4 pi a^2 {4*np.pi*a_pol**2*AREA:.3f} e-16 cm2")
    print(f"  momentum transfer at 1 eV: {sig:.3f} e-16 cm2, "
          f"change {100*(sig/sig_sp-1):.1f} %")
print("checks complete")
```

Output:

```
RHF energy, grid: -2.861680 hartree
RHF energy, aug-cc-pVQZ: -2.861522 hartree
1s eigenvalue of F: -0.91796 hartree = -24.979 eV
negative levels of F: 1
sphere radius R: 40 bohr
lowest level of F on complement of 1s: 0.003326 hartree
negative levels with 1s parked at 3.7123 hartree: 0
largest phase change from parking 1s: 2.8e-11 rad
k=0.01/bohr: delta/pi exchange 0.9953, orthogonality only 0.9940
k=0.10/bohr: delta/pi exchange 0.9529, orthogonality only 0.9397
k=0.50/bohr: delta/pi exchange 0.7753, orthogonality only 0.7086
k=1.00/bohr: delta/pi exchange 0.6016, orthogonality only 0.4690
k=2.00/bohr: delta/pi exchange 0.4071, orthogonality only 0.1858
k=5.00/bohr: delta/pi exchange 0.2315, orthogonality only 0.0127
k=15.00/bohr: delta/pi exchange 0.1166, orthogonality only 0.0001
Born static phase at k=15: 0.1149 pi
scattering length, static exchange: 1.4824 bohr
same by shooting: 1.4824 bohr
node of zero-energy wave: 1.458 bohr
relative overlap with 1s: -9.5e-10
Slater exponent: 1.6875 /bohr
a, orthogonality only: 1.8963 bohr
static only: levels 1, delta(k=0.01)/pi 0.9833
static only: level -0.5821 eV, a 5.250 bohr
half static: levels 0, delta(k=0.01)/pi 0.0026
added well: depth 0.3 hartree, range 4.0 bohr
added well: physical levels 1, at -0.441 eV
added well: delta(k=0.01)/pi 1.9708
false binding energy 1/(2a^2): 6.19 eV
full CI E(He-)-E(He), 1 diffuse s: 0.7462 eV
full CI E(He-)-E(He), 3 diffuse s: 0.0706 eV
full CI lowest excitation: 19.78 eV
zero-energy cross section: 7.733 e-16 cm2
example energy: 1.0 eV, k = 0.2711 /bohr
phases at 1 eV: s 2.7457 rad, p 0.00792 rad
momentum transfer, s only: 7.121 e-16 cm2
momentum transfer, s and p: 7.399 e-16 cm2
gas: 1.0 Torr, 300 K, 3.219e+16 cm-3
electron speed: 5.931e+07 cm/s
collision frequency, s and p: 1.413e+09 s-1
polarisability: grid 1.3222, Gaussian 1.3217 bohr3
polarised, cut-off 1.5 bohr: a 1.155 bohr, 4 pi a^2 4.695 e-16 cm2
  momentum transfer at 1 eV: 6.695 e-16 cm2, change -9.5 %
polarised, cut-off 2.0 bohr: a 1.175 bohr, 4 pi a^2 4.858 e-16 cm2
  momentum transfer at 1 eV: 6.772 e-16 cm2, change -8.5 %
checks complete
```
